# Transition energy and electron-hole overlap in a polar quantum well

**Question**

I have to solve a polar quantum well in a field of 1 MV/cm numerically. I am supposed to show that the transition energy falls linearly with the well width $L$, while the electron-hole overlap falls faster than exponentially.

My model has hard walls, a gap of 3.5 eV, masses $m_e=0.2\,m_0$ and $m_h=1.0\,m_0$, and no electron-hole attraction. Two things bother me. For wells of 1 to 3 nm the energy is clearly not linear in $L$. And a wavefunction under a barrier has an exponential tail, so why should the overlap of two such tails fall faster than an exponential? Is the claim true, and how do I show it rather than read it off a plot?

**Answer**

Both parts of the claim hold for wide wells, provided that the field stays fixed as $L$ changes.

**Setting up the numerical problem**

Let the well occupy $0<z<L$, with the field $F$ along $+z$ and $e>0$. The electron has potential energy $+eFz$ and is pressed against $z=0$. The hole has $-eFz$ and is pressed against $z=L$. Write $K=\hbar^2/2m$ for each carrier. Then

$$-K\varphi''\pm eFz\,\varphi=E\varphi,\qquad \varphi(0)=\varphi(L)=0,$$

$$E(L)=E_g+E_e+E_h,\qquad S=\int_0^L\varphi_e\varphi_h\,dz .$$

On a grid of spacing $h$, replace $\varphi''$ by $(\varphi_{j+1}-2\varphi_j+\varphi_{j-1})/h^2$. This gives a tridiagonal matrix with diagonal $2K/h^2\pm eFz_j$ and off-diagonal $-K/h^2$. Its lowest eigenvector, normalized so that $h\sum_j\varphi_j^2=1$, is the envelope. I used 2000 intervals. Doubling that number at $L=12$ nm changes $E$ by less than $10^{-5}$ eV and $S$ by less than 0.1% of its value.

**The straight line**

Measure the distance $x$ from the wall against which the carrier is pressed. For the electron $x=z$. For the hole $x=L-z$, so $-eFz=-eFL+eFx$. Both carriers therefore obey

$$-K\varphi''+eFx\,\varphi=\varepsilon\varphi,\qquad E_e=\varepsilon_e,\quad E_h=-eFL+\varepsilon_h .$$

Put $x=l\xi$ and choose $l$ so that $K/l^2=eFl$, that is,

$$l=\left(\frac{\hbar^2}{2meF}\right)^{1/3}.$$

Dividing by $eFl$ gives $d^2\varphi/d\xi^2=(\xi-\eta)\varphi$ with $\eta=\varepsilon/(eFl)$. This is Airy's equation in the variable $\xi-\eta$. If the far wall is distant, only the decaying solution $\mathrm{Ai}(\xi-\eta)$ is kept. It must vanish at $\xi=0$, so $\eta=s$, where $-s=-2.3381$ is the first zero of $\mathrm{Ai}$. Each carrier has $\varepsilon=s\,eFl$, independent of $L$, and

$$E(L)\simeq E_g-eFL+s\,eF(l_e+l_h).$$

Here $eF=0.1$ eV/nm, $l_e=1.2396$ nm and $l_h=0.7249$ nm. The two Airy energies are 0.2898 and 0.1695 eV, so the line starts from $3.5+0.2898+0.1695=3.9593$ eV. At 12 nm it gives $3.9593-1.2=2.7593$ eV, which agrees with the numerical energy to the digits shown.

**Why your narrow wells are off the line**

The slope can be found for any width. Let $\chi=\partial\varphi/\partial L$ at fixed $x$, and differentiate the equation for $\varphi$:

$$-K\chi''+(eFx-\varepsilon)\chi=\frac{d\varepsilon}{dL}\varphi .$$

Multiply by $\varphi$ and integrate. Since $(eFx-\varepsilon)\varphi=K\varphi''$ and $\varphi$ is normalized,

$$\frac{d\varepsilon}{dL}=-K\int_0^L(\varphi\chi''-\chi\varphi'')\,dx=-K\big[\varphi\chi'-\chi\varphi'\big]_0^L=K\chi(L)\varphi'(L).$$

The other boundary terms vanish because $\varphi(0)=\chi(0)=\varphi(L)=0$. The condition $\varphi=0$ at the moving wall, differentiated along with the wall, gives $\chi(L)+\varphi'(L)=0$. Hence $d\varepsilon/dL=-K|\varphi'(L)|^2$. Back in the coordinate $z$, the two carriers together give

$$\frac{dE}{dL}=-eF-K_e|\varphi_e'(L)|^2-K_h|\varphi_h'(0)|^2 .$$

The last two terms are the forces of the carriers on their far walls. In this model they make the fall steeper than $eF$ at every finite width.

To see how fast they vanish, include the solution reflected from the far wall:

$$\varphi=N\left[\mathrm{Ai}(\xi-\eta)-\frac{\mathrm{Ai}(X)}{\mathrm{Bi}(X)}\mathrm{Bi}(\xi-\eta)\right],\qquad X=\frac Ll-\eta .$$

The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ gives $\varphi'(L)=-N/[\pi l\,\mathrm{Bi}(X)]$. For a wide well $\eta\simeq s$, and $N$ follows from

$$\int_{-s}^{\infty}\mathrm{Ai}^2\,dt=\big[t\,\mathrm{Ai}^2-\mathrm{Ai}'^2\big]_{-s}^{\infty}=\mathrm{Ai}'(-s)^2,$$

so $N^2\simeq1/[l\,\mathrm{Ai}'(-s)^2]$. Using $K/l^3=eF$, each carrier adds to the steepness

$$K|\varphi'|^2\simeq\frac{eF}{\pi^2\,\mathrm{Ai}'(-s)^2\,\mathrm{Bi}(L/l-s)^2}.$$

Because $\mathrm{Bi}(X)$ grows as $X^{-1/4}e^{2X^{3/2}/3}$, the excess dies out very quickly once $L$ is well beyond $sl$. That length is the classical turning point, where $eFx=\varepsilon$; it is 2.9 nm for the electron and 1.7 nm for the hole. At 6 nm the formula gives an excess of $4.9\times10^{-4}$ eV/nm, and the numerical energies give the same to these two digits.

The computed slopes, each averaged over the interval from $L-0.05$ nm to $L+0.05$ nm, are:

| $L$ (nm) | $dE/dL$ (eV/nm) |
|---:|---:|
| 1 | −4.536 |
| 2 | −0.576 |
| 4 | −0.123 |
| 6 | −0.1005 |
| 8 | −0.1000 |

The opposite limit explains the first row. In a very narrow well both envelopes are nearly the field-free sine. The first-order field energies are $+eFL/2$ and $-eFL/2$, and they cancel. What remains is confinement:

$$E\simeq E_g+\frac{\pi^2(K_e+K_h)}{L^2}.$$

With $\hbar^2/2m_0=0.0381$ eV nm², $K_e+K_h=0.1905+0.0381=0.2286$ eV nm². At 1 nm this gives $3.5+2.256=5.756$ eV, as computed. Its slope at 1 nm is $-2\pi^2(K_e+K_h)/L^3=-4.51$ eV/nm. Averaged from 0.95 to 1.05 nm, as in the table, the same formula gives $-4.535$ eV/nm, close to the computed value.

**The overlap**

For a wide well, insert the two Airy envelopes. With $a=l_e$ and $b=l_h$,

$$S\simeq\frac{1}{\sqrt{ab}\,\mathrm{Ai}'(-s)^2}\int\mathrm{Ai}\!\left(\frac za-s\right)\mathrm{Ai}\!\left(\frac{L-z}{b}-s\right)dz .$$

Extend the integral to the whole line. The error comes from regions at and beyond a wall, where one of the functions has decayed across the full width; its size is checked below. From $\mathrm{Ai}(t)=\frac1{2\pi}\int e^{i(k^3/3+kt)}dk$ with $k=aq$,

$$\frac1a\mathrm{Ai}\!\left(\frac ua\right)=\frac1{2\pi}\int e^{ia^3q^3/3}\,e^{iqu}\,dq .$$

The Fourier transform is a pure cubic phase. Set $u=z-sa$, so that $L-z-sb=D-u$ with $D=L-s(a+b)$. The integral is then a convolution evaluated at $D$. Convolution multiplies the transforms, so the cubes add:

$$\int\mathrm{Ai}\!\left(\frac ua\right)\mathrm{Ai}\!\left(\frac{D-u}{b}\right)du=\frac{ab}{c}\,\mathrm{Ai}\!\left(\frac Dc\right),\qquad c^3=a^3+b^3 .$$

Therefore

$$S\simeq\frac{\sqrt{l_el_h}}{c}\,\frac{\mathrm{Ai}(D/c)}{\mathrm{Ai}'(-s)^2},\qquad c^3=\frac{\hbar^2}{2eF}\left(\frac1{m_e}+\frac1{m_h}\right).$$

The length $D$ is the gap between the two classical turning points, positive here for $L>4.59$ nm. Relative to the numerical $S^2$, the formula is 11% too high at 5 nm and 1.6% too high at 8 nm; at 12 nm the two agree to within 0.5%.

**Why it beats an exponential**

A tail is a simple exponential when the barrier height is constant. Here the potential keeps rising. Well beyond the turning point, Airy's equation gives a local decay constant of about $\sqrt{\xi-s}/l$, which grows with distance. In a wider well the two tails meet deeper in the forbidden region.

To turn this into a proof for the wide-well formula, define $r(x)=-\mathrm{Ai}'(x)/\mathrm{Ai}(x)$. The decay rate of $S^2$ is

$$-\frac{d\ln S^2}{dL}=\frac2c\,r\!\left(\frac Dc\right).$$

Using $\mathrm{Ai}''=x\mathrm{Ai}$,

$$r'=r^2-x=\frac{g}{\mathrm{Ai}^2},\qquad g=\mathrm{Ai}'^2-x\mathrm{Ai}^2,$$

$$g'=2x\mathrm{Ai}\,\mathrm{Ai}'-\mathrm{Ai}^2-2x\mathrm{Ai}\,\mathrm{Ai}'=-\mathrm{Ai}^2 .$$

So $g$ decreases towards its limit at infinity, which is zero, and must be positive. Hence $r'>0$, and the rate grows with $L$. Moreover $r>\sqrt x$ for $x\ge0$, so the rate exceeds any constant eventually. That is what "faster than any exponential" requires. To leading order,

$$\ln S^2\simeq-\frac43\left(\frac Dc\right)^{3/2}.$$

The directly computed rates also increase at each step from 1 to 14 nm. They are 1.78 nm⁻¹ at 6 nm and 3.66 nm⁻¹ at 12 nm. As a hand check at 12 nm, $D=12-4.593=7.407$ nm and $c=1.317$ nm, so $D/c=5.62$. The leading estimate $2\sqrt{D/c}/c$ is 3.60 nm⁻¹. The factor $(D/c)^{-1/2}$ in the large-argument form of $\mathrm{Ai}^2$ adds $1/(2D)=0.07$ nm⁻¹, giving 3.67 nm⁻¹.

For a direct comparison, draw the exponential that matches $S^2$ and its decay rate at 6 nm. At 12 nm it predicts $7.0\times10^{-7}$, whereas the computed value is $1.35\times10^{-9}$, about 520 times smaller. Between 8 and 12 nm the transition energy drops by just 0.400 eV, while $S^2$ drops by a factor of $2.9\times10^5$.

The field is responsible for the separation: at $F=0$ both ground states are $\sqrt{2/L}\sin(\pi z/L)$, whatever the masses, and $S=1$ for every $L$.

**When the result fails**

The line reaches $E=0$ at 39.6 nm. Beyond that, moving an electron across the gap would cost no energy in this model, and the transferred charge would screen the field. Free carriers can do so in narrower wells.

In a polar stack the field may itself depend on $L$. Take a periodic stack with barriers of width $B$, no free charge and no net voltage per period. Let $P_w,P_b$ be the zero-field polarizations and $\epsilon_w,\epsilon_b$ the permittivities. Then

$$F_wL+F_bB=0,\qquad \epsilon_wF_w+P_w=\epsilon_bF_b+P_b .$$

Substituting $F_b=-F_wL/B$ gives

$$F_w=\frac{(P_b-P_w)B}{\epsilon_wB+\epsilon_bL}.$$

The field is nearly fixed only while $\epsilon_bL\ll\epsilon_wB$. In the opposite limit $F_w\propto1/L$, so $eF_wL$ saturates and the linear fall stops. Since $c\propto F^{-1/3}$, the leading overlap exponent scales as $L^{3/2}F_w^{1/2}\propto L$, an ordinary exponential for a well with hard walls. With finite barriers even that can fail, because each electron then lies only about $B$ from the hole of the neighbouring well and overlaps it through the barrier. For example, take $B=2$ nm, band offsets of 1.0 and 0.5 eV, the same masses in the barrier and $eF_w=0.3\,B/(B+L)$ eV/nm. Then $S^2$ falls only from $4\times10^{-7}$ at 20 nm to $9\times10^{-8}$ at 40 nm. Both parts of your claim therefore rest on the fixed field.

The unlimited growth of the decay rate belongs to the model, not to a real crystal. A single effective mass describes states near a band edge, but in a wide well the tails meet deep in the gap. At 12 nm the product $\varphi_e\varphi_h$ peaks where the electron's energy is about 0.63 eV below its local band edge. In a real crystal the decay constant stays bounded across the gap. A two-band electron dispersion, $\mathcal E(1+\mathcal E/E_g)=K_ek^2$ with $\mathcal E$ measured from the local band edge, already raises $S^2$ at 12 nm by a factor of about 2.4 and lowers the rate there from 3.66 to about 3.36 nm⁻¹. Finite barriers would also let the envelopes leak out of the well and lower the confinement energy, most strongly in narrow wells. They also change the overlap: for a single well with field-free barriers, offsets of 1.0 and 0.5 eV and unchanged masses, $S^2$ at 12 nm is about 17 times smaller than with hard walls.

Finally, $S^2$ is the envelope factor in the optical strength. An emission rate also needs the Bloch matrix element and the photon-frequency factor, and the neglected electron-hole attraction would change both $E$ and $S$. The full set of widths is in the numerical output below.

## Computed values

```
Field F = 1.000e+08 V/m; eF = 0.1000 eV/nm
Gap = 3.50 eV
Electron, hole mass = 0.2, 1.0 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
First Airy zero: s = 2.338107; Ai'(-s) = 0.701211
Airy lengths le, lh, c = 1.2396, 0.7249, 1.3173 nm
Electron Airy energy = 0.28984 eV
Hole Airy energy = 0.16950 eV
Sum s(le+lh) = 4.5934 nm
Line at L=0: 3.95934 eV
Line reaches E=0 at L = 39.59 nm
Energies: L(nm)  E(eV)  line(eV)  dE/dL(eV/nm)
  1  5.75583  3.85934  -4.53639
  2  4.05856  3.75934  -0.57562
  3  3.72464  3.65934  -0.19876
  4  3.57260  3.55934  -0.12280
  5  3.46132  3.45934  -0.10416
  6  3.35954  3.35934  -0.10049
  7  3.25936  3.25934  -0.10004
  8  3.15934  3.15934  -0.10000
  9  3.05934  3.05934  -0.10000
 10  2.95934  2.95934  -0.10000
 11  2.85934  2.85934  -0.10000
 12  2.75934  2.75934  -0.10000
 13  2.65934  2.65934  -0.10000
 14  2.55934  2.55934  -0.10000
Overlap: L(nm)  S^2  formula S^2  decay rate(1/nm)
  1  9.9963e-01  not used  0.0022
  2  9.7719e-01  not used  0.0681
  3  7.9849e-01  not used  0.3852
  4  4.3242e-01  not used  0.8414
  5  1.4791e-01  1.6399e-01  1.3098
  6  3.1400e-02  3.3373e-02  1.7846
  7  4.2502e-03  4.3812e-03  2.2037
  8  3.9063e-04  3.9672e-04  2.5615
  9  2.5692e-05  2.5905e-05  2.8758
 10  1.2539e-06  1.2597e-06  3.1596
 11  4.6627e-08  4.6749e-08  3.4207
 12  1.3479e-09  1.3500e-09  3.6638
 13  3.0790e-11  3.0817e-11  3.8922
 14  5.6328e-13  5.6355e-13  4.1083
Decay-rate formula at 12 nm = 3.6646 1/nm
Excess slope at 6 nm, computed = 4.9327e-04 eV/nm
Excess slope at 6 nm, formula = 4.8767e-04 eV/nm
Energy drop from 8 to 12 nm = 0.40000 eV
S^2 ratio, 8 nm to 12 nm = 2.8980e+05
Exponential tangent from 6 nm, at 12 nm: S^2 = 7.0272e-07
Tangent / true S^2 at 12 nm = 521.34
Photon wavelength at 6 nm width = 369.1 nm
```
